# Bloch, des Cloizeaux and canonical Van Vleck effective Hamiltonians: test program

```python
"""
Result under test: the des Cloizeaux effective Hamiltonian HC, built from
symmetrically orthogonalized projected eigenstates, equals
K^(1/2) HB K^(-1/2) and the canonical Van Vleck Hamiltonian.

The first d basis states span the model space; the others are outer states.
A     : columns are model-space parts of the d lowest normalized eigenstates
S     : overlap matrix A^dagger A
Omega : wave operator, identity on the model space plus outer block X
K     : Omega^dagger Omega
HB    : Bloch effective Hamiltonian
g     : outer-model block of the anti-Hermitian Van Vleck generator
Energies are in hartree. All model parameters are chosen, not measured.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, sqrtm
from scipy.optimize import root


def dag(M):
    return M.conj().T


def power(M, exponent):
    values, vectors = np.linalg.eigh(M)
    return (vectors * values**exponent) @ dag(vectors)


def deviation(M, N):
    return float(np.max(np.abs(M - N)))


def spectral_matrix(vectors, energies):
    return (vectors * energies) @ dag(vectors)


def effective_data(H, d):
    energies, states = np.linalg.eigh(H)
    for k in range(d):
        pivot = states[0, k]
        states[:, k] *= np.conj(pivot) / abs(pivot)
    A = states[:d, :d]
    target = states[:, :d] @ dag(states[:, :d])
    Omega = target[:, :d] @ np.linalg.inv(target[:d, :d])
    HB = (H @ Omega)[:d]
    S = dag(A) @ A
    chi = A @ power(S, -0.5)
    HC = spectral_matrix(chi, energies[:d])
    return dict(E=energies, A=A, Omega=Omega, X=Omega[d:],
                K=dag(Omega) @ Omega, HB=HB, S=S, chi=chi, HC=HC)


def rotate(H, g):
    outer, d = g.shape
    G = np.zeros((d + outer, d + outer), dtype=complex)
    G[d:, :d] = g
    G[:d, d:] = -dag(g)
    U = expm(G)
    return dag(U) @ H @ U


def solve_generator(H, d):
    """Solve the decoupling equation while the coupling is switched on."""
    outer = len(H) - d
    size = outer * d
    unknown = np.zeros(2 * size)

    def unpack(x):
        return (x[:size] + 1j * x[size:]).reshape(outer, d)

    for strength in np.linspace(0.1, 1.0, 10):
        Ht = H.astype(complex).copy()
        Ht[:d, d:] *= strength
        Ht[d:, :d] *= strength

        def residual(x):
            block = rotate(Ht, unpack(x))[d:, :d].ravel()
            return np.concatenate([block.real, block.imag])

        unknown = root(residual, unknown, tol=1e-12).x
        assert np.max(np.abs(residual(unknown))) < 1e-9
    return unpack(unknown)


def check_equivalence(H, d):
    data = effective_data(H, d)
    E, A, K = data["E"][:d], data["A"], data["K"]
    HB, HC = data["HB"], data["HC"]
    assert deviation(HB @ A, A * E) < 1e-10
    assert deviation(H @ data["Omega"], data["Omega"] @ HB) < 1e-10
    assert deviation(K, np.linalg.inv(A @ dag(A))) < 1e-10
    assert deviation(data["chi"], power(K, 0.5) @ A) < 1e-10
    similarity = power(K, 0.5) @ HB @ power(K, -0.5)
    assert deviation(HC, similarity) < 1e-10
    assert deviation(HB, dag(HB)) > 1e-4

    # The generator is found from decoupling alone, without Omega.
    g = solve_generator(H, d)
    rotated = rotate(H, g)
    HV = rotated[:d, :d]
    u, angles, vh = np.linalg.svd(g, full_matrices=False)
    assert np.max(angles) < np.pi / 2
    assert deviation(HV, HC) < 1e-8
    ux, tangents, vxh = np.linalg.svd(data["X"], full_matrices=False)
    assert deviation(g, (ux * np.arctan(tangents)) @ vxh) < 1e-8
    zero = np.zeros_like(H)
    outer = len(H) - d
    G = zero.astype(complex)
    G[d:, :d], G[:d, d:] = g, -dag(g)
    U = expm(G)
    gram_values, gram_vectors = np.linalg.eigh(dag(g) @ g)
    cosine = (gram_vectors * np.cos(np.sqrt(np.maximum(gram_values, 0)))
              ) @ dag(gram_vectors)
    assert deviation(U[:d, :d], cosine) < 1e-10
    assert deviation(U[:d, :d], power(K, -0.5)) < 1e-8
    assert deviation(U[:, :d], data["Omega"] @ U[:d, :d]) < 1e-8

    # Another angle branch also decouples, but reflects one direction.
    changed = angles.copy()
    changed[0] -= np.pi
    rotated_other = rotate(H, (u * changed) @ vh)
    H_other = rotated_other[:d, :d]
    direction = dag(vh[:1])
    reflection = np.eye(d) - 2 * direction @ dag(direction)
    assert np.max(np.abs(rotated_other[d:, :d])) < 1e-8
    assert deviation(H_other, reflection @ HC @ reflection) < 1e-8
    assert deviation(np.linalg.eigvalsh(H_other), E) < 1e-8
    assert deviation(H_other, HC) > 1e-3
    data.update(g=g, angles=angles, HV=HV, H_other=H_other,
                residual=np.max(np.abs(rotated[d:, :d])))
    return data


# General complex Hamiltonian: three model states and four outer states.
rng = np.random.default_rng(12)
noise = rng.normal(size=(7, 7)) + 1j * rng.normal(size=(7, 7))
H_general = np.diag([0, 0.15, 0.3, 1.5, 1.9, 2.4, 3.0]).astype(complex)
H_general += 0.06 * (noise + dag(noise))
general = check_equivalence(H_general, 3)


# Power series from commutators, and independently from contour averages.
def commutator_series(first, second):
    count = len(first)
    result = [np.zeros_like(first[0]) for _ in range(count)]
    for i in range(count):
        for j in range(count - i):
            result[i + j] += first[i] @ second[j] - second[j] @ first[i]
    return result


def van_vleck_series(levels, V, d, order):
    H = [np.diag(levels), V.copy()]
    H += [np.zeros_like(V) for _ in range(order - 1)]
    G = [np.zeros_like(V) for _ in range(order + 1)]

    def transformed():
        total = [term.copy() for term in H]
        nested = H
        for k in range(1, order + 1):
            nested = commutator_series(nested, G)
            for n in range(order + 1):
                total[n] += nested[n] / math.factorial(k)
        return total

    gaps = levels[d:, None] - levels[None, :d]
    for n in range(1, order + 1):
        block = -transformed()[n][d:, :d] / gaps
        G[n][d:, :d] = block
        G[n][:d, d:] = -block.T
    return np.array([term[:d, :d] for term in transformed()])


def contour_series(levels, V, d, order):
    """Continue the real-symmetric construction to complex coupling."""
    points = 0.3 * np.exp(2j * np.pi * np.arange(64) / 64)
    bloch, hermitian = [], []
    for coupling in points:
        H = np.diag(levels) + coupling * V
        values, vectors = np.linalg.eig(H)
        chosen = np.argsort(values.real)[:d]
        X = vectors[d:, chosen] @ np.linalg.inv(vectors[:d, chosen])
        HB = H[:d, :d] + H[:d, d:] @ X
        K_root = sqrtm(np.eye(d) + X.T @ X)
        bloch.append(HB)
        hermitian.append(K_root @ HB @ np.linalg.inv(K_root))

    def coefficients(samples):
        return np.array([np.mean(np.array(samples)
                         * points[:, None, None]**(-n), axis=0)
                         for n in range(order + 1)])
    return coefficients(bloch), coefficients(hermitian)


noise = rng.normal(size=(5, 5))
V = 0.08 * (noise + noise.T)
series_errors = []
for model_levels in ([0.0, 0.1], [0.0, 0.0]):
    levels = np.array(model_levels + [1.2, 1.6, 2.1])
    canonical = van_vleck_series(levels, V, 2, 6)
    bloch, hermitian = contour_series(levels, V, 2, 6)
    error = deviation(canonical, hermitian)
    assert error < 1e-9
    series_errors.append(error)
    denominators = levels[None, :2] - levels[2:, None]
    second_bloch = V[:2, 2:] @ (V[2:, :2] / denominators)
    assert deviation(bloch[2], second_bloch) < 1e-9
    assert deviation(hermitian[2],
                     (second_bloch + second_bloch.T) / 2) < 1e-9
    if model_levels[0] == model_levels[1]:
        R = np.diag(1 / (levels[0] - levels[2:]))
        VPQ, VQP = V[:2, 2:], V[2:, :2]
        VPP, VQQ = V[:2, :2], V[2:, 2:]
        direct = VPQ @ R @ VQQ @ R @ VQP
        folded = VPQ @ R @ R @ VQP
        assert deviation(bloch[3], direct - folded @ VPP) < 1e-9
        assert deviation(hermitian[3], direct
                         - (folded @ VPP + VPP @ folded) / 2) < 1e-9
        asymmetry_2 = deviation(bloch[2], bloch[2].T)
        asymmetry_3 = deviation(bloch[3], bloch[3].T)
        assert asymmetry_2 < 1e-9
        assert asymmetry_3 > 1e-6


# Three-state worked example.
levels = np.array([0.0, 0.1, 0.211])
coupling = np.zeros((3, 3))
coupling[:2, 2] = coupling[2, :2] = -0.18
H = np.diag(levels) + coupling
example = check_equivalence(H, 2)
A, E = example["A"], example["E"]

q_vectors, _ = np.linalg.qr(A)
H_gram_schmidt = spectral_matrix(q_vectors, E[:2])
unit_A = A / np.linalg.norm(A, axis=0)
unit_chi = unit_A @ power(dag(unit_A) @ unit_A, -0.5)
H_unit = spectral_matrix(unit_chi, E[:2])
for alternative in (H_gram_schmidt, H_unit):
    assert deviation(np.linalg.eigvalsh(alternative), E[:2]) < 1e-10
    assert deviation(alternative, example["HC"]) > 1e-4


def second_order(scale):
    v = scale * coupling
    correction = v[:2, 2:] @ (v[2:, :2]
                             / (levels[None, :2] - levels[2:, None]))
    HB2 = np.diag(levels[:2]) + correction
    return HB2, (HB2 + HB2.T) / 2


weak = effective_data(np.diag(levels) + 0.1 * coupling, 2)
weak_HB2, weak_HC2 = second_order(0.1)
weak_error = deviation(weak["HC"], weak_HC2)
half = effective_data(np.diag(levels) + 0.05 * coupling, 2)
half_error = deviation(half["HC"], second_order(0.05)[1])
error_ratio = weak_error / half_error
assert 12 < error_ratio < 18


def show(label, M, unit, digits=6):
    M = np.atleast_2d(np.real_if_close(M, tol=1e8))
    rows = [", ".join(f"{x.real:.{digits}f}" for x in row) for row in M]
    print(f"{label} [{unit}]: " + " ; ".join(rows))


hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Three-state example; matrix rows separated by semicolons")
show("H", H, "hartree", 3)
show("Eigenvalues E1, E2, E3", E, "hartree")
show("Target energies E1, E2", E[:2] * hartree_ev, "eV", 4)
show("A, projected states in columns", A, "1")
show("Squared lengths of projected states", np.diag(example["S"]), "1")
show("S", example["S"], "1")
show("S^(-1/2)", power(example["S"], -0.5), "1")
show("Orthogonalized states in columns", example["chi"], "1")
show("X", example["X"], "1")
show("K", example["K"], "1")
show("K^(1/2)", power(example["K"], 0.5), "1")
show("K^(-1/2)", power(example["K"], -0.5), "1")
show("Bloch HB", example["HB"], "hartree")
show("des Cloizeaux HC", example["HC"], "hartree")
show("Van Vleck HV from decoupling", example["HV"], "hartree")
show("Generator block g", example["g"], "rad")
show("Rotation angle", example["angles"], "rad")
show("Tangent of rotation angle", np.tan(example["angles"]), "1")
print(f"Largest |HV-HC| [hartree]: {deviation(example['HV'], example['HC']):.1e}")
print(f"Decoupling residual [hartree]: {example['residual']:.1e}")
show("Gram-Schmidt alternative", H_gram_schmidt, "hartree")
show("Separately normalized alternative", H_unit, "hartree")
show("Other angle branch", example["H_other"], "hartree")
print("Same model with couplings reduced tenfold")
show("Reduced coupling", 0.1 * coupling[0, 2], "hartree", 3)
show("Full HB", weak["HB"], "hartree", 7)
show("HB through second order", weak_HB2, "hartree", 7)
show("Full HC", weak["HC"], "hartree", 7)
show("HC through second order", weak_HC2, "hartree", 7)
print(f"Largest second-order error in HC [hartree]: {weak_error:.3e}")
print(f"Error after halving coupling [hartree]: {half_error:.3e}")
print(f"Ratio of these errors [1]: {error_ratio:.3f}")
print("General seven-state test, three model states")
show("Rotation angles", general["angles"], "rad", 4)
print(f"Largest |HV-HC| [hartree]: {deviation(general['HV'], general['HC']):.1e}")
print(f"Largest |HB-HB^dagger| [hartree]: "
      f"{deviation(general['HB'], dag(general['HB'])):.3e}")
print("Five-state series test through order 6, two model states")
print(f"Coefficient error, nearly degenerate [hartree]: {series_errors[0]:.1e}")
print(f"Coefficient error, degenerate [hartree]: {series_errors[1]:.1e}")
print(f"Degenerate HB asymmetry, order 2 [hartree]: {asymmetry_2:.1e}")
print(f"Degenerate HB asymmetry, order 3 [hartree]: {asymmetry_3:.3e}")
print("no test failed")
```

Output:

```
Three-state example; matrix rows separated by semicolons
H [hartree]: 0.000, 0.000, -0.180 ; 0.000, 0.100, -0.180 ; -0.180, -0.180, 0.211
Eigenvalues E1, E2, E3 [hartree]: -0.144900, 0.055900, 0.400000
Target energies E1, E2 [eV]: -3.9429, 1.5211
A, projected states in columns [1]: 0.707442, 0.608215 ; 0.418573, -0.770971
Squared lengths of projected states [1]: 0.675678, 0.964322
S [1]: 0.675678, 0.107569 ; 0.107569, 0.964322
S^(-1/2) [1]: 1.225224, -0.074701 ; -0.074701, 1.024776
Orthogonalized states in columns [1]: 0.821341, 0.570438 ; 0.570438, -0.821341
X [1]: 0.450000, 0.600000
K [1]: 1.202500, 0.270000 ; 0.270000, 1.360000
K^(1/2) [1]: 1.090000, 0.120000 ; 0.120000, 1.160000
K^(-1/2) [1]: 0.928000, -0.096000 ; -0.096000, 0.872000
Bloch HB [hartree]: -0.081000, -0.108000 ; -0.081000, -0.008000
des Cloizeaux HC [hartree]: -0.079560, -0.094080 ; -0.094080, -0.009440
Van Vleck HV from decoupling [hartree]: -0.079560, -0.094080 ; -0.094080, -0.009440
Generator block g [rad]: 0.386101, 0.514801
Rotation angle [rad]: 0.643501
Tangent of rotation angle [1]: 0.750000
Largest |HV-HC| [hartree]: 7.5e-17
Decoupling residual [hartree]: 6.1e-17
Gram-Schmidt alternative [hartree]: -0.092833, -0.088001 ; -0.088001, 0.003833
Separately normalized alternative [hartree]: -0.080674, -0.093657 ; -0.093657, -0.008326
Other angle branch [hartree]: 0.035640, -0.060480 ; -0.060480, -0.124640
Same model with couplings reduced tenfold
Reduced coupling [hartree]: -0.018
Full HB [hartree]: -0.0015048, -0.0028097 ; -0.0015048, 0.0971903
HB through second order [hartree]: -0.0015355, -0.0029189 ; -0.0015355, 0.0970811
Full HC [hartree]: -0.0015006, -0.0021545 ; -0.0021545, 0.0971861
HC through second order [hartree]: -0.0015355, -0.0022272 ; -0.0022272, 0.0970811
Largest second-order error in HC [hartree]: 1.050e-04
Error after halving coupling [hartree]: 6.900e-06
Ratio of these errors [1]: 15.220
General seven-state test, three model states
Rotation angles [rad]: 0.2030, 0.0823, 0.0661
Largest |HV-HC| [hartree]: 2.8e-16
Largest |HB-HB^dagger| [hartree]: 6.266e-03
Five-state series test through order 6, two model states
Coefficient error, nearly degenerate [hartree]: 1.4e-14
Coefficient error, degenerate [hartree]: 5.5e-15
Degenerate HB asymmetry, order 2 [hartree]: 3.8e-17
Degenerate HB asymmetry, order 3 [hartree]: 8.783e-04
no test failed
```
